The Vineyard rate of a defect jump from harmonic transition-state theory

A vacancy in silicon moves when one of its four neighbouring atoms breaks away from its site and settles in the empty one. The atom vibrates some 10¹³ times a second, but at room temperature it may wait microseconds before it jumps. A static calculation supplies the energy barrier. The rate also needs a prefactor, and this appendix derives it from the vibrations of the whole crystal at two points: the minimum and the saddle.

**1. Setting and conventions**

Let the crystal have N vibrational coordinates u_i with masses m_i and potential energy V(u). Point A is the minimum before the jump. Point S is a first-order saddle leading to the next minimum: the force vanishes there, and V curves downward in one direction only. The barrier is E_b = V(S) − V(A), with all atoms relaxed at both points.

The assumptions are:

- The nuclei move classically, and the well is in thermal equilibrium at temperature T.
- kT is small compared with E_b, and V may be replaced by its quadratic expansion at A and at S.
- A system that crosses the dividing surface does not promptly return.

Frequencies ν are in cycles per unit time, and ω = 2πν. The crystal is held so that it cannot drift as a whole; section 6 treats a periodic cell, which can.

Use mass-weighted coordinates Q_i = √m_i u_i. The kinetic energy becomes ½ Σ (dQ_i/dt)², the same in every direction. The force-constant matrix H_ij = ∂²V/∂u_i∂u_j becomes

D_ij = H_ij / √(m_i m_j).

At A its eigenvalues are ω_i², i = 1…N, all positive. At S they are −ω‡² for the unstable mode and ω'_j², j = 1…N−1, for the others.

**2. The rate as a flux**

Place a plane through S with its unit normal n along the unstable mode. Let q be the distance from it in Q-space, negative on the side of A, and v = dq/dt. The rate is the equilibrium flux crossing towards positive q, divided by the population of the well:

Γ = ⟨v θ(v) δ(q)⟩ / ⟨θ(−q)⟩,

where θ is the unit step. Every true jump must cross the plane, but a crossing that soon reverses is also counted. Recrossing can therefore only make this classical estimate too large.

Velocities and positions are independent in the classical Boltzmann distribution. Since v has variance kT in mass-weighted units,

⟨v θ(v)⟩ = ∫₀^∞ v exp(−v²/2kT) dv / √(2πkT) = kT/√(2πkT) = √(kT/2π).

What remains is a ratio of configuration integrals:

Γ = √(kT/2π) · Z_S / Z_A,

where Z_S is the integral of exp(−V/kT) over the plane and Z_A the integral over the well.

**3. The two Gaussian integrals**

Near A, in normal coordinates ξ_i, V = V(A) + ½ Σ ω_i² ξ_i². Each coordinate contributes

∫ exp(−ω²ξ²/2kT) dξ = √(2πkT)/ω,

and the limits may be taken to infinity because kT is small compared with E_b. Hence

Z_A = exp(−V(A)/kT) (2πkT)^(N/2) / ∏ω_i.

On the plane, the unstable coordinate is fixed at zero and N−1 stable ones remain:

Z_S = exp(−V(S)/kT) (2πkT)^((N−1)/2) / ∏ω'_j.

The ratio Z_S/Z_A leaves one factor 1/√(2πkT). With the velocity factor,

√(kT/2π) / √(2πkT) = 1/(2π),

so all powers of temperature cancel outside the exponential:

Γ = (1/2π) (∏ω_i / ∏ω'_j) exp(−E_b/kT).

Inserting ω = 2πν gives (2π)^N above, (2π)^(N−1) below and the prefactor 1/(2π), which multiply to one:

Γ = [∏_{i=1}^{N} ν_i / ∏_{j=1}^{N−1} ν'_j] exp(−E_b/kT).

This is the Vineyard rate for one saddle. The numerator has one more factor than the denominator, so the prefactor is a frequency. For N = 1 the denominator is empty and the prefactor is the vibration frequency in the well. For larger N, saddle modes stiffer than those of the well narrow the passage and lower the rate; softer ones raise it. If some ν'_j tends to zero the formula diverges. The quadratic expansion has then failed, and that coordinate must be integrated with its actual potential.

**4. Why the plane must follow the unstable mode**

Take another plane through S, with unit normal n. The velocity factor is unchanged, but the product of ω'_j² is replaced by the determinant of D_S restricted to the plane, det_n. In an orthonormal basis whose first vector is n, det_n is the minor left after deleting the first row and column. The cofactor rule for an inverse matrix gives

det_n = det D_S · (nᵀD_S⁻¹n).

Since det D_S = −ω‡² ∏ω'_j²,

Γ(n)/Γ = √(∏ω'_j² / det_n) = 1 / [ω‡ √(−nᵀD_S⁻¹n)].

With n_‡ and n_j the components of n along the modes at S,

−nᵀD_S⁻¹n = n_‡²/ω‡² − Σ n_j²/ω'_j² ≤ 1/ω‡².

The ratio is therefore at least one wherever this expression is positive, which is the condition for the integral over the plane to converge. Among planes through S, the one normal to the unstable mode gives the least harmonic flux, and so the best estimate when kT is small. A plane fixed by the position of the jumping atom alone ignores the neighbours that move with it and counts too many crossings.

**5. Where the masses enter**

Because det D = det H / ∏m_i at both points, the masses cancel from the ratio of determinants. Multiplying and dividing the prefactor by ω‡ gives

Γ = (ω‡/2π) √(det H_A / |det H_S|) exp(−E_b/kT).

Masses enter only through ω‡. Write the unstable mode as H_S w = λMw, with λ = −ω‡² and M the diagonal mass matrix. Change the mass m of the jumping atom by dm. Multiplying the varied equation from the left by wᵀ removes the change in w, leaving

dλ/λ = −e² dm/m, with e² = m|w_a|² / (wᵀMw),

where w_a is the part of w on the jumping atom. Thus e² is that atom's share of the mode's kinetic energy, and since ω‡ = √(−λ),

d ln Γ / d ln m = −e²/2.

The simple law Γ ∝ 1/√m holds only if the jumping atom moves alone.

**6. Procedure for a computed crystal**

1. Relax A, and converge S with a saddle search. Use the same atoms, cell and energy method for both.
2. Build both matrices H from small displacements of every atom allowed to move, symmetrize them, and divide by √(m_i m_j).
3. Require no negative eigenvalue at A and exactly one at S. Leave aside the three translations of a periodic cell, whose eigenvalues are zero apart from numerical error and may come out slightly negative.
4. In a periodic cell of n atoms, drop the three translations at both points. This leaves 3n−3 frequencies at A and 3n−4 real ones at S. The translations contribute the same factor to Z_A and Z_S, since total mass and accessible volume are equal, so they cancel. A free cluster also has three rotations of zero frequency. These must be dropped as well, and they do not cancel: they multiply the rate by √(I₁I₂I₃) at S divided by √(I₁I₂I₃) at A, with I_k the principal moments of inertia.
5. Form the prefactor as exp(Σ ln ν_i − Σ ln ν'_j), with all frequencies in one unit. The products themselves can overflow.
6. Add the rates of distinct saddles. If the defect has several distorted minima that interconvert quickly, sum Z_A over them.

**7. Worked example: an atom in a movable row**

An atom with coordinate x along the jump and y, z across it moves from x = −a to x = a, where 2a = 0.235 nm. It has 20 movable neighbours on each side, which move along the row. All masses are 28 u. Springs of 200 eV/nm² join adjacent atoms and tie the end atoms to fixed walls, and each neighbour is held to its site by 100 eV/nm². To this spring energy is added

E_b f(x) + ½ k_t(x)(y² + z²) − ½ s x²,

f(x) = (1 − x²/a²)², E_b = 0.45 eV.

The constant s is chosen so that the last term cancels the energy ½ s x² stored in the springs when the neighbours relax at fixed x. The relaxed path then has height E_b. The transverse constant is k_t = 200 + 200 f(x) eV/nm²: 200 at the minimum and 400 at the saddle, a rise chosen to show the effect of a narrowing passage.

Diagonalizing the finite-difference matrices gives 43 real frequencies at A, from 2.93 to 8.85 THz, and 42 at S, from 3.02 to 8.84 THz. The unstable mode has ν‡ = 2.7645 THz. With frequencies in THz, the sums of logarithms are 75.76787 at A and 75.09758 at S, so

prefactor = exp(75.76787 − 75.09758) THz = 1.955 THz.

The determinant form gives the same number by hand. Eliminating the neighbours leaves the curvature of E_b f(x), which is 8E_b/a² at A and −4E_b/a² at S. The neighbours' own determinant is the same at both points and cancels. With two transverse directions,

det H_A / |det H_S| = (8/4)(200/400)² = 1/2,

prefactor = 2.7645 × √(1/2) THz = 1.955 THz.

In this model the neighbours affect the prefactor only through ν‡. With one movable neighbour per side, and the relaxed barrier held at 0.45 eV, the prefactor is 2.121 THz, or 8% higher. With ten it agrees with the value for twenty to the digits given.

The jumping atom's share of the unstable mode is e² = 0.73. Replacing it by one of 30 u lowers the rate by a factor of 1.026, whereas the law 1/√m would give 1.035. The plane x = 0 would overestimate the harmonic rate by 22%.

At 300 K, E_b/kT = 17.407 and

Γ = 1.955×10¹² s⁻¹ × exp(−17.407) = 5.39×10⁴ s⁻¹.

A vacancy on the diamond lattice has four such saddles, so its mean stay is 1/(4Γ) = 4.6 μs. Its jump vectors are the four bond vectors b_i on one sublattice and −b_i on the other. They sum to zero, so for independent jumps the cross terms in the mean square displacement vanish, and after time t it is 4Γt d², with d = 2a. Setting this equal to 6D_V t gives

D_V = 4Γd²/6 = 4 × 5.39×10⁴ s⁻¹ × (2.35×10⁻⁸ cm)² / 6 = 2.0×10⁻¹¹ cm²/s.

At 1273 K, E_b/kT = 4.10, and the same formulas give Γ = 3.2×10¹⁰ s⁻¹ and D_V = 1.2×10⁻⁵ cm²/s. The value at 1273 K is only nominal: section 8 finds substantial recrossing at that temperature, and successive jumps need not be independent. Both values are diffusivities of the vacancy. Self-diffusion of the atoms also depends on the vacancy concentration and on correlations between an atom's successive jumps.

**8. What the harmonic classical rate leaves out**

*Anharmonicity.* For this model the flux through the same plane can be found without expanding V. At fixed x all other coordinates have Gaussian distributions and are integrated analytically; the integral over x is done numerically. The flux exceeds the Vineyard value by 0.127% at 20 K and 0.064% at 10 K. The excess halves with T, as expected of a leading correction linear in T. It is 1.7% at 300 K and 5.1% at 1273 K.

*Recrossing.* Let P(t) be the probability that a system in the well at time zero is beyond the plane at time t. Stationarity of equilibrium allows the time derivative to be moved to the initial crossing:

dP/dt = ⟨v(0) δ(q(0)) θ(q(t))⟩ / ⟨θ(−q)⟩ = Γ_flux κ(t).

Here Γ_flux is the anharmonic one-way flux rate, and κ is the probability of being beyond the plane at t after a forward crossing, minus that after a backward crossing. The model is symmetric under inversion, so κ = 2P₊ − 1, with P₊ the first of these probabilities.

From 3000 trajectories started on the plane with flux-weighted forward velocities, κ at 300 K is 0.997 at both 1 and 2 ps, with a standard error of 0.001 at 2 ps. Recrossing is negligible there.

At 1273 K, κ is 0.74 at 1 ps and 0.63 ± 0.01 at 2 ps, and it is still falling. Part of the fall is the ordinary return of systems that have settled in the second well. Two-well kinetics gives a decay exp(−2Γt), and with Γ no larger than Γ_flux = 3.4×10¹⁰ s⁻¹ this lowers κ by at most 7% between 1 and 2 ps. The computed fall is 14%. The remainder may come from atoms that recross before losing their excess energy, but this was not tested. At a barrier of four kT the model has no clear plateau within 2 ps from which to read a rate constant. The value of Γ_flux κ at 2 ps is 1.051 × 0.633 = 0.67 of the Vineyard rate. It includes the ordinary return, at most 13% over 2 ps by the same bound, so it is not itself a rate constant.

A direct count supports the flux description. Of 8000 trajectories started from equilibrium in the well at 1273 K, a fraction 0.053 was beyond the plane after 2 ps. Integrating Γ_flux κ over the same time gives 0.0525, within the counting error of 0.003.

*Quantum motion.* Put X = hν/2kT. An oscillator's quantum partition function is 1/(2 sinh X), and its classical one is 1/(2X). The real modes therefore multiply the rate by

∏(sinh X_i/X_i) / ∏(sinh X'_j/X'_j).

For the unstable mode, the transmission of a parabolic barrier at energy E above its top is 1/[1 + exp(−4π²E/hω‡)]. With ε = E/kT and b = 4π²kT/hω‡ = π/X‡, the thermal average is

∫ exp(−ε)/[1 + exp(−bε)] dε = (π/b)/sin(π/b) = X‡/sin X‡.

The substitution w = exp(−bε) turns the integral into the standard form (1/b)∫₀^∞ w^(1/b−1)/(1+w) dw. It converges for b > 1, that is, for T above hν‡/(2πk), which is 21 K here. Near and below that temperature the parabolic treatment fails. At 300 K the two factors are 0.991 and 1.008; at 1273 K each differs from one by 0.05%. Their near cancellation is an accident of the constants chosen. Since sinh X/X ≈ 1 + X²/6 and X/sin X ≈ 1 + X²/6, the leading correction to their product is proportional to Tr D_A − Tr D_S. Here that is (12E_b/a² − 400 eV/nm²)/m, with 12E_b/a² = 391 eV/nm². In another crystal the two terms need not balance.

**9. The model beside silicon**

The mass and bond length are those of silicon, and a vacancy barrier of a few tenths of an electronvolt is of the right rough size. The springs are round numbers. The row's highest frequency, near 9 THz, is well below the top of silicon's vibrational spectrum, near 15.6 THz, and a row does not reproduce the relaxation around a real vacancy. Nor is the narrowing passage taken from silicon. In the unrelaxed diamond lattice the atom halfway along its jump has six neighbours at 1.26 bond lengths, against three at one bond length at the start, so its transverse stiffness may fall instead of rising. The prefactor of 2 THz is thus a model value, not a prediction for silicon.

In a device the vacancy's charge state depends on doping, and the barrier changes with it. A shift of only 0.05 eV changes the rate by a factor of 6.9 at 300 K and 1.6 at 1273 K. For the row at 300 K this outweighs every correction in section 8, so the barrier deserves attention first. The quantum factors of a real crystal need not cancel as they do here, and should be computed from its own frequencies. At 1273 K recrossing in the model is of comparable importance. The row cannot say how strong it is in silicon, so at such temperatures the harmonic rate should be checked with trajectories in the actual crystal. Capture of vacancies by impurities also slows their long-range motion and is outside the model.
